# Locating a conduction valley off symmetry and extracting its mass tensor

A transport calculation for a sheared channel must decide whether the electrons can keep the mass tensor of the unstrained valley. If they cannot, the best current direction, the density of states and the mobility may all change. The answer depends on second derivatives of the conduction band at a point that symmetry no longer holds on a known line.

The direct procedure is to scan the band on a grid, take the lowest point, form second differences along $x$, $y$ and $z$, and invert each one. It can fail in four ways: the grid point is not the minimum, the three numbers are not a tensor, the energy may jump between neighbouring points, and the step may be too large or too small. Each fault fixes one part of a better scheme.

## A model in which the faults can be measured

Take a diamond lattice with lattice constant $a=0.54$ nm and write $\boldsymbol\kappa=\mathbf k a/2\pi$. Energies are measured in

$$E_0=\frac{\hbar^2}{2m_0}\left(\frac{2\pi}{a}\right)^2=5.158\ \text{eV}.$$

In plane waves, without spin-orbit coupling, the Hamiltonian is

$$H_{GG'}=|\boldsymbol\kappa+\mathbf G|^2\delta_{GG'}+\frac{V(\mathbf G-\mathbf G')}{E_0}\cos[(\mathbf G-\mathbf G')\cdot\boldsymbol\tau].$$

The unstrained $\mathbf G$ are integer triples, all even or all odd. The two atoms sit at $\pm\boldsymbol\tau$, so their phases average to a cosine, with argument $\pi(G_x+G_y+G_z)/4$. The round model parameters are $V=-3.0$, $0.6$ and $1.0$ eV for squared lengths 3, 8 and 11, and zero otherwise. Four bands are filled; the fifth is the conduction band.

A symmetric strain $\varepsilon$ moves $\mathbf r$ to $(1+\varepsilon)\mathbf r$. Keeping $\mathbf G\cdot\mathbf r$ unchanged requires $\mathbf G\to(1+\varepsilon)^{-1}\mathbf G$. The model holds the potential coefficients and the cosine factors at their unstrained values. A real crystal would change both, so the results below belong to this model.

Without strain, the minimum lies on the $\Gamma$–X line at $\kappa_z=0.852$. The fourfold symmetry about that line leaves two masses, $m_l=0.884\,m_0$ and $m_t=0.186\,m_0$. Now apply

$$\varepsilon=\begin{pmatrix}0.006&0.004&0.006\\0.004&0.002&0.005\\0.006&0.005&-0.008\end{pmatrix}.$$

No rotation or reflection now fixes the position of the valley, and all six elements of its mass tensor may differ.

## First fault: the grid point is not the minimum

A $12\times12\times12$ scan of the primitive reciprocal cell puts the lowest conduction energy at $\boldsymbol\kappa_s=(-0.0050,-0.0042,0.8401)$. The scan selects the valley, within its resolution, but does not locate its bottom. Let $\boldsymbol\kappa^*$ be the minimum, $\mathbf e=\boldsymbol\kappa_s-\boldsymbol\kappa^*$, $W_{ij}$ the second derivatives of $E/E_0$ and $T_{ijk}$ the third. Then

$$W_{ij}(\boldsymbol\kappa_s)=W_{ij}(\boldsymbol\kappa^*)+\sum_kT_{ijk}e_k+O(e^2).$$

A smaller difference step cannot remove this error, because the curvature is being measured at the wrong place.

The minimum is a zero of the gradient, so we need a gradient without difference error. For a normalized eigenvector $c$ with $Hc=Ec$,

$$\partial_iE=c^\dagger(\partial_iH)c+(\partial_ic^\dagger)Hc+c^\dagger H\partial_ic
=c^\dagger(\partial_iH)c+E\,\partial_i(c^\dagger c).$$

The last term vanishes because $c^\dagger c=1$. Only the kinetic term depends on $\boldsymbol\kappa$, and therefore

$$g_i=2\sum_{\mathbf G}|c_G|^2(\kappa_i+G_i).$$

This is the Hellmann-Feynman gradient. It requires the band to be non-degenerate; at a crossing, a single band need not have a gradient.

Newton's step is $\mathbf p=-W^{-1}\mathbf g$. To find its error, expand about the minimum, where $\mathbf g=0$:

$$\mathbf g(\boldsymbol\kappa^*+\mathbf e)=W\mathbf e+\tfrac12T[\mathbf e,\mathbf e]+O(e^3),\qquad W(\boldsymbol\kappa^*+\mathbf e)=W+T[\mathbf e]+O(e^2).$$

Suppose the Hessian used is $B=W(\boldsymbol\kappa^*+\mathbf e)+\delta W$. The new error is

$$\mathbf e'=\mathbf e-B^{-1}\mathbf g=B^{-1}(B\mathbf e-\mathbf g)
=B^{-1}\left(\tfrac12T[\mathbf e,\mathbf e]+\delta W\,\mathbf e\right)+O(e^3).$$

The terms $W\mathbf e$ cancel, and one half of $T[\mathbf e,\mathbf e]$ survives. An accurate Hessian gives quadratic convergence. An inaccurate one adds a linear term, which still contracts if $B^{-1}\delta W$ is small. It does not move the limit, since the iteration stops where $\mathbf g=0$. The gradient must be accurate; the Hessian used for the search need not be.

Far from the minimum, $W$ may have a negative eigenvalue and the plain step may climb. Let $\lambda_a$ and $\mathbf u_a$ be the eigenvalues and eigenvectors of the search Hessian, and use

$$\mathbf p=-\sum_a\frac{\mathbf u_a(\mathbf u_a\cdot\mathbf g)}{\max(|\lambda_a|,0.1)}.$$

Then $\mathbf g\cdot\mathbf p$ is minus a sum of squares with positive weights, so $\mathbf p$ points downhill. Its length is capped at 0.1, and it is halved until the energy falls sufficiently. The iteration ends when the proposed step is shorter than $10^{-11}$. Positive eigenvalues of $W$ at the end distinguish a minimum from a saddle.

With a Hessian differenced at $h=2^{-10}$, the distances from the final point are $2.0\times10^{-2}$, $2.8\times10^{-5}$ and $8.5\times10^{-10}$ before the last iterate. The final point is

$$\boldsymbol\kappa^*=(-0.00686,-0.00569,0.85976).$$

It lies $0.0023$ from the strained $\Gamma$–X line. With the coarse step $h=2^{-4}$, the path has seven points instead of four, and its end differs by $1.7\times10^{-12}$.

## Second fault: three curvatures are not a tensor

Near the minimum, with $\mathbf q=\mathbf k-\mathbf k^*$, the energy in the two notations is

$$E-E^*=\frac{E_0}{2}\left(\frac{a}{2\pi}\right)^2\mathbf q^TW\mathbf q=\frac{\hbar^2}{2}\mathbf q^Tm^{-1}\mathbf q.$$

Since $E_0(a/2\pi)^2=\hbar^2/2m_0$, comparison gives

$$A\equiv m_0m^{-1}=\frac W2.$$

A free electron has $E/E_0=\kappa^2$, hence $W=2$ and $A=1$, which fixes the factor. For the strained valley,

$$A=\begin{pmatrix}5.251&0.747&-0.026\\0.747&5.266&-0.023\\-0.026&-0.023&1.091\end{pmatrix}.$$

Inverting the first diagonal element alone gives $1/5.251=0.190$, and the second gives almost the same. The valley would look nearly isotropic across its axis. The off-diagonal element changes that picture. Neglecting the small couplings to $z$ and the small difference between the first two diagonal elements, the transverse eigenvalues are

$$5.259\pm0.747=6.006,\ 4.512,$$

so the masses are $0.167\,m_0$ near $[110]$ and $0.222\,m_0$ near $[1\bar10]$. Diagonalizing the full tensor gives $0.167$, $0.222$ and $0.917\,m_0$.

The inverse Hessian at the grid seed would have given $0.168$, $0.215$ and $0.914\,m_0$. Its middle value is 3% low. There it is a local curvature, not a band-edge mass, because a linear term in the energy is also present.

## Third fault: the basis may change between points

A plane-wave set is often specified by $|\boldsymbol\kappa+\mathbf G|^2\le K$. If the set is reselected at each $\boldsymbol\kappa$, a plane wave enters or leaves when its kinetic energy crosses $K$, and the band energy can jump by some $J$. If the jump falls between the centre and one end of a second difference, it contributes $\pm J/h^2$ to $W$, and hence $\pm J/(2h^2)$ to $A$. Reducing $h$ then makes the error larger.

Here $K=24$. Moving from the minimum towards $\Gamma$, the first change of the set occurs at $|\boldsymbol\kappa|=0.796$. The jump is $4.8\times10^{-5}$ meV, or $9.2\times10^{-9}E_0$. For a stencil that straddles it, the false contribution to $A$ is

$$\frac{9.2\times10^{-9}}{2(0.01)^2}=4.6\times10^{-5}\quad\text{at }h=0.01,$$

which is harmless. At $h=10^{-5}$ the same jump gives 46, larger than any element of $A$. This crossing is about 0.06 from the minimum, but others are closer. Moving away from $\Gamma$, the plane wave with unstrained $\mathbf G=(0,0,4)$ leaves the set only $0.007$ from the minimum, and the energy jumps by $1.5\times10^{-4}E_0$, or about 0.8 meV. A second difference along $z$, centred at the minimum with $h=0.01$, then adds 0.77 to $A_{zz}$, whose true value is 1.09.

The remedy is to select the set once, at the seed, and freeze it. Here it contains 119 plane waves. The matrix $H$ is then a polynomial in $\boldsymbol\kappa$, and a non-degenerate band is smooth. The price is a basis error that varies slowly with $\boldsymbol\kappa$, and which must be judged by enlarging the set.

## Fourth fault: the step is chosen blindly

Second differences of energies divide rounding noise by $h^2$. The gradient is already available, so it need be differenced only once:

$$D_{ij}(h)=\frac{g_i(\boldsymbol\kappa^*+h\hat{\mathbf e}_j)-g_i(\boldsymbol\kappa^*-h\hat{\mathbf e}_j)}{2h}.$$

In the Taylor series, even terms cancel in the numerator and odd terms double. Hence

$$D_{ij}(h)=W_{ij}+\frac{h^2}{6}\partial_j^3g_i+\frac{h^4}{120}\partial_j^5g_i+O(h^6).$$

If each gradient component has noise at most $\eta$, the numerator has noise at most $2\eta$, and $D$ has noise at most $\eta/h$. With $T_4$ the size of $\partial_j^3g_i$, minimize the sum of the two errors:

$$\frac{d}{dh}\left(\frac{\eta}{h}+\frac{T_4h^2}{6}\right)=-\frac{\eta}{h^2}+\frac{T_4h}{3}=0
\quad\Rightarrow\quad h_{\rm opt}=\left(\frac{3\eta}{T_4}\right)^{1/3}.$$

The noise can be sampled by reordering the plane waves, which changes the rounding but not the mathematics. Twelve random orders give a largest change $\eta=1.7\times10^{-14}$.

Working at $h_{\rm opt}$ leaves no margin on the noise side. It is better to cancel the $h^2$ term at a larger step:

$$R(h)=\frac{4D(h/2)-D(h)}3.$$

The coefficient of $W$ is $(4-1)/3=1$. The $h^2$ term has the factor $(4/4-1)/3=0$, and the $h^4$ term has $(4/16-1)/3=-1/4$. Therefore

$$R_{ij}(h)=W_{ij}-\frac{h^4}{480}\partial_j^5g_i+O(h^6).$$

To see the actual errors, a reference Hessian is needed that uses no differences. Write $|n\rangle$ for the conduction eigenvector and $P_i=\partial_iH=2(\kappa_i+G_i)$. Differentiate $H|n\rangle=E_n|n\rangle$ and project on another state $m$:

$$\langle m|P_j|n\rangle+E_m\langle m|\partial_jn\rangle=E_n\langle m|\partial_jn\rangle
\quad\Rightarrow\quad\langle m|\partial_jn\rangle=\frac{\langle m|P_j|n\rangle}{E_n-E_m}.$$

Insert this in the derivative of $g_i=\langle n|P_i|n\rangle$. The component of $|\partial_jn\rangle$ along $|n\rangle$ is imaginary by normalization, and its two contributions cancel. With $\partial_jP_i=2\delta_{ij}$,

$$W_{ij}=2\delta_{ij}+2\,\mathrm{Re}\sum_{m\ne n}\frac{\langle n|P_i|m\rangle\langle m|P_j|n\rangle}{E_n-E_m}.$$

The sum over all 119 states gives the full Hessian of the frozen-basis model. Against it, the Frobenius-norm errors are:

| $h$ | error of $D(h)$ | error of $R(h)$ |
|---:|---:|---:|
| $3.1\times10^{-2}$ | $1.3\times10^{-1}$ | $5.6\times10^{-4}$ |
| $7.8\times10^{-3}$ | $8.5\times10^{-3}$ | $2.2\times10^{-6}$ |
| $9.8\times10^{-4}$ | $1.3\times10^{-4}$ | $5.5\times10^{-10}$ |
| $7.6\times10^{-6}$ | $7.9\times10^{-9}$ | $4.2\times10^{-9}$ |
| $1.5\times10^{-8}$ | $4.1\times10^{-7}$ | $2.2\times10^{-6}$ |

From the first row to the second, $h$ falls by 4. The errors fall by about 16 and 250, close to $4^2$ and $4^4=256$. In the last row, rounding dominates both columns. For $D$, the predicted best step is $3.9\times10^{-6}$; among powers of two the best is $1.9\times10^{-6}$.

If the full sum is available, it can replace the differences. An iterative eigensolver, however, may return only a few bands. With the lowest 15 bands, the error of $W$ is $0.34$, about 2% of its norm. The missing states lie above the conduction band, so each omitted term has a negative denominator and is negative semidefinite. The truncated $W$ is too large, and the masses are too small.

## A stopping rule, and its meaning for the masses

In an application the reference is absent, so the error must be estimated from the differences themselves. In the $h^4$ regime, the error of $R(h)$ is 16 times that of $R(h/2)$. Their difference is then 15 times the error of the better one, which makes it a cautious estimate.

For the rounding part, let $s$ be the smallest step used. The noise in an element of $R$ is at most

$$\frac43\frac{\eta}{s}+\frac13\frac{\eta}{2s}=\frac{3\eta}{2s}.$$

Nine such elements give at most $4.5\,\eta/s$ in Frobenius norm. The step is halved until the change in $R$ plus this term is below the target, or until rounding exceeds the change. The result is an estimate, not a rigorous bound: $\eta$ was sampled, and the $h^4$ regime was assumed.

With a target of $10^{-7}$, the rule stops at $s=4.9\times10^{-4}$. The estimate is $8.3\times10^{-9}$, and the actual error, measured as the norm of the difference from the state sum, is $5.5\times10^{-10}$. Their ratio is about 15, as the argument predicts.

An error $\delta A=\delta W/2$ passes to the masses through inversion. Let $M=A^{-1}$ and $M'=(A+\delta A)^{-1}$. Then

$$M'-M=M'[A-(A+\delta A)]M=-M'\,\delta A\,M.$$

Use the spectral norm, for which $\|M\|$ is the heaviest mass in units of $m_0$; it never exceeds the Frobenius norm, so the estimate above can be used for $\delta W$. Taking norms gives $\|M'\|\le\|M\|+\|M'\|\|\delta A\|\|M\|$. If $\|M\|\|\delta A\|<1$, solving for $\|M'\|$ and inserting it above yields

$$\|M'-M\|\le\frac{\|M\|^2\|\delta A\|}{1-\|M\|\|\delta A\|}.$$

The roles of $M$ and $M'$ can be exchanged, so the computed tensor may be used on the right. The heaviest mass sets the sensitivity. Here

$$(0.917)^2\times\frac{8.3\times10^{-9}}2=3.5\times10^{-9},$$

in units of $m_0$. This covers differencing alone. Raising the cutoff from 24 to 36 changes the principal masses by up to 0.1%, far more than the difference error. Three digits are therefore a sensible report, and further reduction of $h$ would gain nothing.

## When a neighbouring band comes close

The usable step also depends on the gap. Consider two levels separated by $2\Delta$ at $q=0$ and coupled by $vq$. The lower one is

$$E_-=-\sqrt{\Delta^2+v^2q^2}=-\Delta-\frac{v^2q^2}{2\Delta}+\frac{v^4q^4}{8\Delta^3}+\cdots.$$

Its curvature at $q=0$ is $-v^2/\Delta$, and its fourth derivative is $3v^4/\Delta^3$. The leading error of $D$ is thus $h^2v^4/(2\Delta^3)$. Relative to the size of this curvature, it is

$$\frac12\left(\frac{vh}{\Delta}\right)^2.$$

The step must satisfy $h\ll\Delta/v$. As the gap closes, the differences fail first, and at $\Delta=0$ the mass tensor itself loses its meaning. In the strained example, the next band is $0.57$ eV above the conduction band at the minimum, but its direct coupling to that band is weak. The two-level formula therefore does not account for the difference error there. That error is dominated by the transverse fourth derivatives, about $-585$, which change by only 1% if the next band is removed. Along $z$ the next band does supply nearly all of the smaller fourth derivative, about $-54$, but through terms the two-level model omits: the formula gives only about 0.7 in size. The condition $h\ll\Delta/v$ is thus not sufficient, and the table, which measures the error, is the guide to the step.

A nearly flat minimum is a separate failure. When an eigenvalue of $W$ tends to zero, $\|M\|$ diverges, and the quadratic expansion holds over a shrinking energy range. Cubic and quartic terms must then be kept.

## The decision for the channel

The strained valley has its heavy axis tilted by $0.84^\circ$ from the strained $\Gamma$–X line. This tilt is small, but the transverse splitting is not. For one valley with a constant, isotropic relaxation time, the mobility along a unit vector $\mathbf n$ is proportional to $\mathbf n^TA\mathbf n$. Compared with the unstrained value $1/0.18637=5.37$,

$$\frac{6.01}{5.37}=1.12\quad\text{along }[110],\qquad\frac{4.51}{5.37}=0.84\quad\text{along }[1\bar10].$$

The number of states is governed by a different combination. Setting $\mathbf q=m^{1/2}\mathbf s$ turns the energy ellipsoid into a sphere and multiplies volume by $(\det m)^{1/2}$. An isotropic mass $m_d$ would give $m_d^{3/2}$, so $m_d=(\det m)^{1/3}$. The strained valley has

$$m_d=(0.1665\times0.2217\times0.9169)^{1/3}m_0=0.323\,m_0,$$

against $(0.884\times0.1864^2)^{1/3}m_0=0.313\,m_0$ without strain. The density-of-states mass rises by 3%, while the directional response changes by 12% and 16%. In this model, a calculation that needs only the density of states of this one valley could keep the old masses at the cost of 3% in $m_d$, or 5% in the density of states, which goes as $m_d^{3/2}$. The total density of states also depends on the other valleys: the partner at $-\boldsymbol\kappa^*$ has the same energy, and the strain leaves the other two pairs about 56 and 86 meV higher. A calculation that chooses a current direction should carry the new tensor. Repopulation among valleys and changes in scattering need their own calculation.
